Time reversal alone does not make Bloch bands spin degenerate

Put a thin conducting layer on an insulating substrate. Nothing in the sample is magnetic and no magnetic field is applied. The electrons have no evident reason to prefer one spin direction to the opposite one, so each energy band might be expected to hold two states at every wavevector k, one for each spin. Yet the layer has a substrate below it and vacuum above it, and with spin-orbit coupling this asymmetry can split a band in two. At a given k the two states then have different energies and, in the simple model derived below, opposite spins. Has time-reversal symmetry been broken?

It has not. The expectation came from a belief that can be put as follows: time reversal flips the spin and leaves the energy unchanged, so in a nonmagnetic crystal every Bloch band is spin degenerate. The first half is right. The conclusion fails because time reversal flips the wavevector as well.

**What makes the belief tempting**

Consider one electron in a crystal, with interactions included at most through a mean field. For spin 1/2, time reversal is the operator

Θ = −iσ_y K,

where K is complex conjugation and the σ are Pauli matrices. The matrix −iσ_y is real and its square is −1, so Θ² = −1. Conjugation changes the sign of σ_y alone, and the matrix −iσ_y then changes the signs of σ_x and σ_z. Together they give

Θ σ Θ⁻¹ = −σ,

so all three spin components are reversed.

Θ is antiunitary, which means that ⟨Θa|Θb⟩ = ⟨b|a⟩ for any two states. Take a = φ and b = Θφ:

⟨Θφ|Θ²φ⟩ = ⟨Θφ|φ⟩.

Since Θ² = −1, the left side is −⟨Θφ|φ⟩. A number equal to its own negative is zero, so φ and Θφ are orthogonal. If the Hamiltonian commutes with Θ, they also have the same energy. Every energy level of the whole crystal is therefore at least doubly degenerate. This is Kramers' theorem, and the belief is a misreading of it: the theorem counts states in the whole crystal, not states at one k.

A second source of the belief is the crystal without spin-orbit coupling. If the Hamiltonian does not act on spin at all, an orbital solution f(r) can be multiplied by either spin state without changing its energy or its wavevector. The bands are then spin degenerate at every k. The reason is the freedom to rotate the spin independently of the orbit, which spin-orbit coupling removes.

**Where the partner lives**

A Bloch state obeys ψ(r+R) = e^{ik·R} ψ(r) for each lattice vector R. Apply Θ to both sides. The conjugation acts on the phase:

(Θψ)(r+R) = e^{−ik·R} (Θψ)(r).

The partner is a Bloch state at −k. Its spin follows from σΘ = −Θσ:

⟨Θψ|σ|Θψ⟩ = −⟨Θψ|Θσψ⟩ = −⟨σψ|ψ⟩ = −⟨ψ|σ|ψ⟩.

Time reversal thus promises that a state at k has a partner at −k with equal energy and opposite spin. It compares two different points of the Brillouin zone and says nothing about a second state at k.

There is an exception. If k and −k differ by a reciprocal lattice vector, they label the same Bloch states. Both partners then sit at one wavevector, and Kramers' theorem forces a degeneracy there. On a square lattice with spacing a, and with wavevectors measured in 1/a, this requires 2k_x and 2k_y to be multiples of 2π. The four inequivalent solutions are (0,0), (π,0), (0,π) and (π,π). The first is called Γ.

**A lattice on which the bands split**

Place one orbital, with two spin states, on each site of the square lattice. Let the 2×2 matrix T_R describe a hop from r to r+R. Acting on the wave e^{ik·r}u, where u is a two-component spinor, the Hamiltonian collects at site r the amplitudes arriving from the sites r−R:

Σ_R T_R e^{ik·(r−R)} u = e^{ik·r} H(k) u, with H(k) = Σ_R T_R e^{−ik·R}.

Any Hermitian 2×2 matrix can be written with real coefficients as

H(k) = ε(k) + g(k)·σ.

Because (g·σ)² = |g|² and g·σ has zero trace, the energies are ε ± |g|. The bands touch where g = 0 and nowhere else.

Time-reversal symmetry means ΘT_RΘ⁻¹ = T_R. In H(k), Θ also conjugates the phases, so ΘH(k)Θ⁻¹ = H(−k). Since Θ reverses σ, this gives

ε(−k) = ε(k), g(−k) = −g(k).

The vector g must be odd, but it need not vanish. Inversion about a site would add a second condition. It exchanges R and −R and leaves spin alone, because spin, like any angular momentum, is unchanged by inversion. Hence T_{−R} = T_R and g(−k) = g(k). A function both odd and even is zero, so in this one-orbital model the two symmetries together remove the splitting at every k.

The Rashba model keeps the first symmetry and gives up the second. Let z be the unit vector normal to the layer, and let R run over the four nearest neighbours, with a = 1:

T_R = −t + i(α/2)(R×z)·σ.

Time reversal changes the sign of i and the sign of σ, so their product is unchanged and the symmetry holds. Reversing R changes the sign of the second term. This makes T_{−R} = T_R†, as Hermiticity requires, but T_{−R} ≠ T_R, so inversion is broken. The preferred direction z is the mark of the substrate: exchanging top and bottom reverses α.

For the hops along x, x×z = −y, and the two directions together give

−t(e^{−ik_x} + e^{ik_x}) − i(α/2)σ_y(e^{−ik_x} − e^{ik_x}) = −2t cos k_x − α sin k_x σ_y,

since e^{−ik_x} − e^{ik_x} = −2i sin k_x. Along y, y×z = x, and the same steps give −2t cos k_y + α sin k_y σ_x. Therefore

ε = −2t(cos k_x + cos k_y), g = α(sin k_y, −sin k_x, 0).

With s = √(sin²k_x + sin²k_y) and α > 0, the bands are

E± = ε ± αs.

The splitting 2αs vanishes only where both sines vanish, which is at the four special points. Close to Γ, s ≈ |k|, so the splitting starts as 2α|k|. Its largest value, 2√2 α, is reached where both sines have magnitude 1.

**The refutation in numbers**

Use t as the unit of energy and choose α = 0.4. At k = (π/3, π/6) the sines are 0.866 and 0.5, so s = √(0.75 + 0.25) = 1. The band centre is ε = −2(0.5 + 0.866) = −2.732, and the energies are

E− = −2.732 − 0.4 = −3.132, E+ = −2.732 + 0.4 = −2.332.

They differ by 0.8 t, although the Hamiltonian is invariant under time reversal. In the lower band the spin points against g, so the expectation value of (σ_x, σ_y) is (−0.5, 0.866). At −k the two energies are the same, while the spin in the lower band is (0.5, −0.866). This is the pairing that time reversal promised.

The count for a finite crystal shows how Kramers' theorem survives. A periodic 12×12 lattice has 144 sites, hence 288 states and 144 allowed wavevectors. Numerical diagonalization of its 288×288 real-space Hamiltonian gives levels that are equal two by two, to within about 10⁻¹⁴ t, which is rounding error. Of the 144 Kramers pairs, 4 lie at the special points, each at a single k. The other 140 wavevectors form 70 couples (k, −k). Each couple holds four states, or two Kramers pairs, which makes 140 pairs that join different wavevectors.

The theorem does not need wavevectors at all. Take a 6×6 lattice with the same hops and give each site a random energy between −1 and 1 t, equal for both spins. No translation symmetry remains. In one such sample, diagonalized numerically, the levels again pair to within 10⁻¹⁴ t, while neighbouring pairs are at least 0.04 t apart.

Breaking time reversal shows what the symmetry had been protecting. Add a uniform in-plane field that acts on the spin only, through the term hσ_y, with h = 0.1. A term of this size is best read as an exchange field from a magnetic neighbour: for t = 1 eV and a g-factor of 2, an applied field would have to be about 1700 T. Now g = (α sin k_y, h − α sin k_x, 0). At the chosen k it is (0.2, −0.246, 0), of length 0.317, and the energies are −3.049 and −2.415. At −k it is (−0.2, 0.446, 0), of length 0.489, and they are −3.221 and −2.243. The spectra at this k and at −k no longer agree. The values of |g|² at k and −k differ by 4hα sin k_x in magnitude, so agreement survives only where sin k_x = 0. The level at Γ splits by 2h = 0.2. The direction of the field matters for the first effect. The layer is also symmetric under a rotation by π about z, which takes k to −k, and the in-plane field breaks that rotation too. A spin term hσ_z (leaving out the orbital motion that a real perpendicular magnetic field would also cause) would break time reversal and split Γ by 2h, but g = (α sin k_y, −α sin k_x, h) has the same length at k and −k, so the two spectra would still agree.

**What inversion adds**

Let P be inversion about a centre of the crystal, taken as the origin: (Pψ)(r) = ψ(−r), with the spin unchanged. Then

(Pψ)(r+R) = ψ(−r−R) = e^{−ik·R} (Pψ)(r),

so P also takes k to −k. Applied after Θ, it brings the partner back to k. The product PΘ is antiunitary. P acts only on position and is real, so it commutes with Θ, and

(PΘ)² = P²Θ² = −1.

These are the two properties used to prove Kramers' theorem. The same argument now shows that ψ and PΘψ are orthogonal, and this time both states are at k. If P and Θ are both symmetries, every band is at least twofold degenerate at every k, whatever the strength of the spin-orbit coupling.

The Rashba layer can be made to obey this rule without removing its spin-orbit coupling. Stack two layers with opposite values of α, so that inversion exchanges them, and let electrons hop vertically between them with amplitude w. Let the Pauli matrices τ act on the layer index, and define Λ = sin k_y σ_x − sin k_x σ_y. Then

H(k) = ε + ατ_zΛ + wτ_x.

Inversion acts as τ_x. It reverses τ_z, and Λ is odd in k, so τ_xH(k)τ_x = H(−k), as required. To find the energies, square H − ε. The matrices τ_z and τ_x anticommute, so the cross terms cancel. Likewise Λ² = s², because σ_x and σ_y anticommute. What remains is

(H − ε)² = α²s² + w².

The four eigenvalues of H − ε are therefore ±√(w² + α²s²), and zero trace requires two of each sign. With w = 0.3 at the same k, the root is √(0.09 + 0.16) = 0.5. The energies are −3.232 and −2.232, each twice.

The degeneracy does not mean that the spin texture has gone. The projector onto the lower pair is

Π = ½[1 − (H − ε)/D], D = √(w² + α²s²).

The spin on layer 1, summed over the pair, is the trace of Πσ(1+τ_z)/2. The unit term in Π gives zero because σ has no trace, and the τ_x term gives zero because it has no diagonal element on a layer. In the remaining term the layer trace is 1 and the spin trace of Λσ is 2(sin k_y, −sin k_x, 0). The result is

−(α/D)(sin k_y, −sin k_x, 0) = −0.8 (0.5, −0.866, 0) = (−0.4, 0.693, 0).

On layer 2 the layer trace is −1, so the spin is opposite. Each layer keeps a spin pattern of Rashba type, and the total over both layers is zero.

Now break inversion but keep time reversal, by giving the layers different potentials through the term uτ_z. The eigenvalues of Λ are ±s, and for each of them the layer part is a 2×2 matrix, τ_z(u ± αs) + wτ_x. Hence

E = ε ± √(w² + (u ± αs)²),

with the two signs independent. For u = 0.2 the roots are √(0.09 + 0.36) = 0.671 and √(0.09 + 0.04) = 0.361. The four energies are −3.403, −3.093, −2.371 and −2.061, all different.

**How far the word "needs" can be trusted**

One might shorten the result above to the statement that degeneracy at each k needs inversion as well as time reversal. That says too much. The derivation used only the product PΘ. Add to the symmetric bilayer a staggered magnetic term mτ_zσ_z, with opposite moments on the two layers. Time reversal flips σ_z and so breaks down; inversion flips τ_z and breaks down too; the product flips both and survives. The new term anticommutes with ατ_zΛ and with wτ_x, so it adds m² under the root:

E = ε ± √(w² + α²s² + m²).

For m = 0.2 the energies are −3.271 and −2.194, each still twofold, in a magnet that has neither symmetry separately.

The square of the product matters as much as its effect on k. The single Rashba layer is symmetric under a rotation C by π about z, which reverses every in-plane wavevector just as inversion does. So CΘ keeps each k. But C acts on spin as −iσ_z, whose square is −1. C commutes with Θ, and therefore (CΘ)² = (−1)(−1) = +1. The proof of orthogonality then reduces to ⟨CΘφ|φ⟩ = ⟨CΘφ|φ⟩, which forces nothing. The symmetry has a weaker consequence. It reverses σ_z, and it can only multiply a nondegenerate state by a phase, so such a state has ⟨σ_z⟩ = 0. The Rashba spins lie in the plane.

Other symmetries can also produce degeneracies on parts of the Brillouin zone. Suppose two unitary symmetries A and B both keep k and anticommute. If Aφ = aφ, then A(Bφ) = −a(Bφ). The states φ and Bφ have different eigenvalues of A, so they are orthogonal, and they have equal energy. Two perpendicular mirror planes that contain the z axis act on spin as iσ_x and iσ_y, up to signs, and so they anticommute. In a three-dimensional crystal with such mirrors they force a twofold level for every k along the axis through Γ, with or without inversion.

What Θ, P and PΘ imply for the energies does not depend on the Rashba form. Take two orbitals per site on the square lattice, with random complex matrices for the on-site term and for the hops to nearest and diagonal neighbours, and average them with their images under a chosen symmetry, with inversion taken to exchange the two orbitals as it exchanged the two layers above. The energy unit is the standard deviation of the real and imaginary parts of the matrix elements as first drawn. Diagonalize one such model at twelve random wavevectors and group the four levels in pairs from the bottom. With Θ alone, the energies at k and −k agree to rounding error, while the pairs split by up to 7.6. With PΘ alone, the pairs are degenerate to rounding error, while the energies at k and −k differ by up to 6.6. With both Θ and P, both differences vanish to rounding error.

For the layer on its substrate, then, a spin splitting at a general k, away from the special points, is no evidence of magnetism. A mismatch between the spectra at k and −k, or a splitting of a Kramers pair at a point such as Γ, would prove that time reversal is broken. The Rashba layer without a field shows neither. Their absence alone does not prove the symmetry: the staggered bilayer breaks time reversal, yet its energies are even in k and twofold at Γ.

All numerical values are calculated from the stated model.
